# When is the Baeck-An coupling exact at an avoided crossing?: verification in Python

```python
"""Test of the Baeck-An coupling d_BA = (1/2) sqrt(G''/G) for avoided crossings.

Two real diabatic states: H = s(x) 1 + [[u, v], [v, -u]], gap G = E2 - E1.
Result under test: G''/(4G) = d^2 + (u u'' + v v'') / (4 (u^2 + v^2)),
where d = |<1|d/dx 2>|. Thus d_BA = d everywhere if u and v are linear;
if v = c is constant and u is curved, d_BA = d only where u = 0.
Model: u = a x + b x^2/2, v = c, eps = b c/a^2, xi = a x/c.
All quantities are in atomic units (hartree, bohr) unless labelled otherwise.
The numerical side uses only eigenvalues and eigenvectors of H(x).
"""
import numpy as np
from scipy.optimize import brentq
from scipy.constants import physical_constants

STEP = 0.002  # finite-difference step, bohr


def eigen_couplings(ham, x):
    """Matrix <i|d/dx j> from overlaps of neighbouring eigenvectors."""
    _, v0 = np.linalg.eigh(ham(x))
    result = np.zeros_like(v0)
    for shift, weight in ((-2, 1), (-1, -8), (1, 8), (2, -1)):
        _, vs = np.linalg.eigh(ham(x + shift * STEP))
        overlap = v0.T @ vs
        overlap = overlap * np.sign(np.diag(overlap))  # align phases
        result += weight * overlap / (12 * STEP)
    return result


def exact_d(ham, x):
    return abs(eigen_couplings(ham, x)[0, 1])


def gap(ham, x):
    energies = np.linalg.eigvalsh(ham(x))
    return energies[1] - energies[0]


def gap_curvature(ham, x):
    g = [gap(ham, x + k * STEP) for k in (-2, -1, 0, 1, 2)]
    return (-g[0] + 16*g[1] - 30*g[2] + 16*g[3] - g[4]) / (12 * STEP**2)


def ba_square(ham, x):
    return gap_curvature(ham, x) / (4 * gap(ham, x))


def ba_d(ham, x):
    return np.sqrt(max(ba_square(ham, x), 0.0))


def two_state(u, v):
    """Two-state Hamiltonian with an arbitrary common energy added."""
    def ham(x):
        common = 0.03 * x + 0.01 * x**2
        return np.array([[common + u(x), v(x)], [v(x), common - u(x)]])
    return ham


a, c, b = 0.02, 0.005, 0.008
eps = b * c / a**2
width = c / a


def curved(eps_value):
    curvature = eps_value * a**2 / c
    return two_state(lambda x: a*x + curvature*x**2/2, lambda x: c)


# Linear crossing, constant and linearly varying coupling: exact everywhere
linear = two_state(lambda x: a * x, lambda x: c)
tilted = two_state(lambda x: a * x, lambda x: c + 0.006 * x)
linear_worst = 0.0
for x in np.linspace(-0.75, 0.75, 13):
    d_lin = exact_d(linear, x)
    assert np.isclose(d_lin, a*c / (2*(a*a*x*x + c*c)), rtol=1e-6)
    for ham in (linear, tilted):
        deviation = abs(ba_d(ham, x) / exact_d(ham, x) - 1)
        linear_worst = max(linear_worst, deviation)
assert linear_worst < 1e-6

# General two-state identity with both u and v curved
u_gen = lambda x: a*x + b*x**2/2
v_gen = lambda x: c + 0.004*x + 0.006*x**2
general = two_state(u_gen, v_gen)
for x in (-0.3, -0.1, 0.0, 0.2, 0.4):
    u, v = u_gen(x), v_gen(x)
    du, dv = a + b*x, 0.004 + 0.012*x
    r2 = u*u + v*v
    d_formula = abs(u*dv - v*du) / (2*r2)
    assert np.isclose(exact_d(general, x), d_formula, rtol=1e-6)
    extra = (u*b + v*0.012) / (4*r2)
    difference = ba_square(general, x) - exact_d(general, x)**2
    assert np.isclose(difference, extra, rtol=1e-5, atol=1e-6)

# Curved diabats with constant coupling
model = curved(eps)


def rho(xi, e):
    y = xi + e * xi**2 / 2
    return e * y * (1 + y*y) / (1 + 2*e*y)


table = []
for xi in (-2.0, -1.5, -1.0, -0.5, 0.0, 0.5, 1.0, 2.0, 3.0):
    x = xi * width
    d, dba = exact_d(model, x), ba_d(model, x)
    ratio2 = ba_square(model, x) / d**2
    assert np.isclose(ratio2, 1 + rho(xi, eps), rtol=1e-5, atol=1e-6)
    first = 50 * eps * xi * (1 + xi**2)
    table.append((x, d, dba, 100*(dba/d - 1), first))
assert abs(ba_d(model, 0.0) / exact_d(model, 0.0) - 1) < 1e-6
assert gap(model, 0.0) < min(gap(model, -0.01), gap(model, 0.01))

# First-order law: derivative of the relative error with respect to eps
small = 1e-3
for xi in (-2.0, -1.0, 0.5, 1.0, 2.0):
    rel = [ba_d(curved(e), xi*width) / exact_d(curved(e), xi*width) - 1
           for e in (small, -small)]
    slope = (rel[0] - rel[1]) / (2 * small)
    assert np.isclose(slope, xi * (1 + xi**2) / 2, rtol=1e-3)

# Point where the gap curvature changes sign
x_break = brentq(lambda x: gap_curvature(model, x), -0.6, -0.3)
y_break = -2 * np.sinh(np.arcsinh(1 / (2*eps)) / 3)
x_break_formula = width * (np.sqrt(1 + 2*eps*y_break) - 1) / eps
assert np.isclose(x_break, x_break_formula, rtol=1e-6)
assert gap_curvature(model, x_break - 0.02) < 0
d_break = exact_d(model, x_break)

# Mixing angle over the window |xi| <= 1
nodes, weights = np.polynomial.legendre.leggauss(24)


def window_angles(e):
    ham = curved(e)
    exact = sum(w * exact_d(ham, t*width) for t, w in zip(nodes, weights))
    approx = sum(w * ba_d(ham, t*width) for t, w in zip(nodes, weights))
    return width * exact, width * approx


angle, angle_ba = window_angles(eps)
angle_formula = (np.arctan(1 + eps/2) + np.arctan(1 - eps/2)) / 2
assert np.isclose(angle, angle_formula, rtol=1e-6)
small_exact, small_ba = window_angles(0.02)
assert np.isclose((small_ba - small_exact) / 0.02**2, -3/20, rtol=0.02)

# Curved coupling: failure at the centre
length = 0.5
gaussian = two_state(lambda x: a*x,
                     lambda x: c*np.exp(-x**2 / (2*length**2)))
d_gauss, ba_gauss = exact_d(gaussian, 0.0), ba_d(gaussian, 0.0)
assert np.isclose(ba_gauss**2, d_gauss**2 - 1/(4*length**2), rtol=1e-6)

# Third state: failure at the centre though every matrix element is linear
third, k = 0.05, 0.02


def three_state(x):
    return np.array([[a*x, c, k*x], [c, -a*x, k*x], [k*x, k*x, third]])


d_three, ba_three = exact_d(three_state, 0.0), ba_d(three_state, 0.0)
shift_three = k**2 / (2*c*(third - c))
assert np.isclose(ba_three**2, d_three**2 - shift_three, rtol=1e-6)
assert abs(gap(three_state, 0.01) - gap(three_state, -0.01)) < 1e-12
assert gap(three_state, 0.0) < gap(three_state, 0.01)

# General many-state identity away from the centre, with curved elements
second = np.array([[0.006, 0.002, 0.003],
                   [0.002, -0.004, 0.001],
                   [0.003, 0.001, 0.005]])
bent = lambda x: three_state(x) + second * x**2 / 2
for x in (-0.2, 0.1, 0.3):
    energy, vec = np.linalg.eigh(bent(x))
    dmat = eigen_couplings(bent, x)
    h2 = vec.T @ second @ vec
    bracket = h2[1, 1] - h2[0, 0]
    bracket += 2 * dmat[1, 2]**2 * (energy[1] - energy[2])
    bracket -= 2 * dmat[0, 2]**2 * (energy[0] - energy[2])
    predicted = dmat[0, 1]**2 + bracket / (4*(energy[1] - energy[0]))
    assert np.isclose(ba_square(bent, x), predicted, rtol=1e-5, atol=1e-6)

hartree_ev = physical_constants["Hartree energy in eV"][0]
bohr_angstrom = physical_constants["Bohr radius"][0] * 1e10
d_centre = exact_d(model, 0.0)

print(f"a = {a:.3f} hartree/bohr")
print(f"c = {c:.3f} hartree")
print(f"b = {b:.3f} hartree/bohr^2")
print(f"eps = b c/a^2 = {eps:.3f} (dimensionless)")
print(f"width c/a = {width:.3f} bohr")
print(f"minimum gap = {gap(model, 0.0):.4f} hartree")
print(f"minimum gap = {gap(model, 0.0)*hartree_ev:.4f} eV")
print(f"gap curvature at centre = {gap_curvature(model, 0.0):.4f}"
      " hartree/bohr^2")
print(f"exact d at centre = {d_centre:.4f} 1/bohr")
print(f"exact d at centre = {d_centre/bohr_angstrom:.4f} 1/angstrom")
print(f"Baeck-An d at centre = {ba_d(model, 0.0):.4f} 1/bohr")
print("linear models: largest relative deviation below 1e-6:",
      linear_worst < 1e-6)
print("Curved diabats: x (bohr), d and d_BA (1/bohr),")
print("  error (%), first-order error (%)")
for x, d, dba, err, first in table:
    print(f"{x:7.3f} {d:8.4f} {dba:8.4f} {err:8.2f} {first:8.2f}")
x1 = width
print(f"At x = {x1:.3f} bohr:")
print(f"  u = {a*x1 + b*x1**2/2:.5f} hartree")
print(f"  u' = {a + b*x1:.5f} hartree/bohr")
print(f"  gap = {gap(model, x1):.5f} hartree")
print(f"  gap curvature = {gap_curvature(model, x1):.5f} hartree/bohr^2")
print(f"  rho = {ba_square(model, x1)/exact_d(model, x1)**2 - 1:.4f}")
print(f"breakdown: y = {y_break:.4f} (dimensionless)")
print(f"breakdown: xi = {x_break/width:.4f} (dimensionless)")
print(f"breakdown: x = {x_break:.4f} bohr")
print(f"exact d at breakdown = {d_break:.4f} 1/bohr")
print(f"window angle, exact = {angle:.5f} rad")
print(f"window angle, Baeck-An = {angle_ba:.5f} rad")
print(f"angle difference = {angle_ba - angle:.5f} rad")
print(f"leading estimate -3 eps^2/20 = {-3*eps**2/20:.5f} rad")
print(f"relative angle error = {100*(angle_ba/angle - 1):.3f} %")
print(f"Gaussian coupling, L = {length:.2f} bohr, at centre:")
print(f"  d = {d_gauss:.4f}, d_BA = {ba_gauss:.4f} 1/bohr")
print(f"  error = {100*(ba_gauss/d_gauss - 1):.2f} %")
print(f"Third state, D = {third:.3f} hartree,")
print(f"  k = {k:.3f} hartree/bohr, at centre:")
print(f"  d = {d_three:.4f}, d_BA = {ba_three:.4f} 1/bohr")
print(f"  d^2 - d_BA^2 = {d_three**2 - ba_three**2:.4f} 1/bohr^2")
print(f"  error = {100*(ba_three/d_three - 1):.2f} %")
print("success")
```

Running it gives:

```
a = 0.020 hartree/bohr
c = 0.005 hartree
b = 0.008 hartree/bohr^2
eps = b c/a^2 = 0.100 (dimensionless)
width c/a = 0.250 bohr
minimum gap = 0.0100 hartree
minimum gap = 0.2721 eV
gap curvature at centre = 0.1600 hartree/bohr^2
exact d at centre = 2.0000 1/bohr
exact d at centre = 3.7795 1/angstrom
Baeck-An d at centre = 2.0000 1/bohr
linear models: largest relative deviation below 1e-6: True
Curved diabats: x (bohr), d and d_BA (1/bohr),
  error (%), first-order error (%)
 -0.500   0.3774   0.0000  -100.00   -50.00
 -0.375   0.5812   0.3847   -33.80   -24.38
 -0.250   0.9461   0.8339   -11.86   -10.00
 -0.125   1.5352   1.4830    -3.40    -3.12
  0.000   2.0000   2.0000     0.00     0.00
  0.125   1.6632   1.7113     2.89     3.12
  0.250   1.0464   1.1378     8.74    10.00
  0.500   0.4110   0.5653    37.56    50.00
  0.750   0.2015   0.3841    90.63   150.00
At x = 0.250 bohr:
  u = 0.00525 hartree
  u' = 0.02200 hartree/bohr
  gap = 0.01450 hartree
  gap curvature = 0.07509 hartree/bohr^2
  rho = 0.1824
breakdown: y = -1.6989 (dimensionless)
breakdown: xi = -1.8746 (dimensionless)
breakdown: x = -0.4686 bohr
exact d at breakdown = 0.4182 1/bohr
window angle, exact = 0.78477 rad
window angle, Baeck-An = 0.78324 rad
angle difference = -0.00153 rad
leading estimate -3 eps^2/20 = -0.00150 rad
relative angle error = -0.195 %
Gaussian coupling, L = 0.50 bohr, at centre:
  d = 2.0000, d_BA = 1.7321 1/bohr
  error = -13.40 %
Third state, D = 0.050 hartree,
  k = 0.020 hartree/bohr, at centre:
  d = 2.0000, d_BA = 1.7638 1/bohr
  d^2 - d_BA^2 = 0.8889 1/bohr^2
  error = -11.81 %
success
```
